# Spin–orbit and scalar relativistic effects on proton shielding in hydrogen halides, part 2

The question is whether spin–orbit coupling may be neglected in the proton shielding $\sigma_{kk}=\partial^2E/\partial B_k\partial m_k$ of HX (X = F, Cl, Br, I). Atomic units are used, with $c=1/\alpha$. The molecule lies along $z$, with the halogen at the gauge origin and the proton at $\mathbf R$; $\mathbf r_H=\mathbf r-\mathbf R$, $\mathbf A_m=\alpha^2\,\mathbf m\times\mathbf r_H/r_H^3$, and $\sigma_{\rm iso}=(2\sigma_\perp+\sigma_\parallel)/3$.

The exact two-component (X2C) Hamiltonian is $h_+=h^0+B\,h^B+m\,h^m+Bm\,h^{Bm}+\dots$. It is built with $T=\tfrac12(\boldsymbol\sigma\!\cdot\!\boldsymbol\pi_B)^2$ and $W=\boldsymbol\sigma\!\cdot\!\boldsymbol\pi_B\,V\,\boldsymbol\sigma\!\cdot\!\boldsymbol\pi_B$, where $\boldsymbol\pi_B=\mathbf p+\tfrac12\mathbf B\times\mathbf r$ and $V$ is the nuclear attraction. At leading order

$$h^{Bm}_{kk}=\frac{\alpha^2}{2}\,\frac{\mathbf r\!\cdot\!\mathbf r_H-r_k\,r_{H,k}}{r_H^3},\qquad h_{\rm FC}=\frac{4\pi}{3}\alpha^2\,\boldsymbol\sigma\!\cdot\!\mathbf m\,\delta(\mathbf r_H),$$

and $h_{\rm SO}=\tfrac{\alpha^2}{4}\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p)$. FC and SD denote the Fermi contact and spin-dipolar operators.

The levels are nonrelativistic (NR), scalar relativistic (SR) and two-component (2c), with $\Delta_{\rm SR}=\sigma_{\rm SR}-\sigma_{\rm NR}$ and $\Delta_{\rm SO}=\sigma_{\rm 2c}-\sigma_{\rm SR}$. The calculations are Hartree–Fock, generalized (GHF) at 2c, with density matrix $D$ and $D^B=\partial D/\partial B$. There $h_{\rm SO}$ is a screened matrix, and the "restricted" two-electron response uses only orbitals between $-4$ and $500$ hartree. The induced contact spin density converts to shielding at 223.06 ppm per au.

The general statement begins as follows. Let $H_0$ be any spin-free Hamiltonian, with scalar relativity to any order, whose ground state $|0\rangle$ is a nondegenerate singlet.

(a) The FC and SD operators contribute exactly zero to the shielding, whether or not the spin Zeeman term $\tfrac12\mathbf B\!\cdot\!\boldsymbol\sigma$ is kept.

(b) They first contribute through spin-dependent terms of relative order $\alpha^2$, the same formal order as the scalar corrections. These are a third-order term linear in $h_{\rm SO}$ and a second-order term from spin-dependent corrections to the Zeeman operator. For independent electrons the third-order term is

$$\sigma^{(3)}=\sum_{\rm perm}\Bigg[\sum_{iab}\frac{X_{ia}Y_{ab}Z_{bi}}{\Delta_{ai}\Delta_{bi}}-\sum_{ija}\frac{X_{ia}Y_{aj}Z_{ji}}{\Delta_{ai}\Delta_{aj}}\Bigg],$$

where $(X,Y,Z)$ now runs over the six orderings of $h^B$, $h_{\rm SO}$ and $h^m$, and the indices label spin orbitals. Here $i,j$ are occupied, $a,b$ virtual, and $\Delta_{ai}=\varepsilon_a-\varepsilon_i$.

(c) In a linear molecule with a $^1\Sigma^+$ ground state, the contact part of the term linear in $h_{\rm SO}$ vanishes for $\mathbf B$ along the bond when the Zeeman operator has its leading form.

A scalar treatment therefore suffices only when the contribution (b) is below the accuracy wanted, and no improvement of the scalar Hamiltonian supplies it. The relative size of $\Delta_{\rm SR}$ and $\Delta_{\rm SO}$ is not fixed by the statement and has to be computed.

*Proof of (a).* The spin hyperfine operator has no term bilinear in $B$ and $m$, because $\nabla\times\mathbf A_m$ does not contain $B$. Its contribution is then the second-order cross term $-2\,{\rm Re}\langle0|H^BRH^m_{\rm spin}|0\rangle$, where $R=\sum_{n\ne0}|n\rangle\langle n|/(E_n-E_0)$ and capitals denote sums over electrons. $H_0$ commutes with the total spin $\mathbf S$, so $R$ preserves $S$. The operator $H^m_{\rm spin}=\sum_e\sigma_l(e)f_l(\mathbf r_e)$ is a vector under spin rotations, so acting on a singlet it produces a pure triplet. The orbital part of $H^B$ commutes with $\mathbf S$ and produces a singlet, which is orthogonal to the triplet. The spin part is $S_k$, and $S_k|0\rangle=0$. Both pieces vanish.

The mean-field version follows from $D=\sum_{k=0}^3D_k\otimes\sigma_k$ with $\sigma_0=1$. The Coulomb term depends only on $D_0$, and exchange maps each $D_k$ to the coefficient of the same $\sigma_k$. The linear equations for the spin components of $D^B$ thus decouple from $D_0$. Their source is the occupied–virtual block of $\tfrac12\sigma_k$, which is zero because the spatial orbitals are orthogonal. The solution is zero provided the triplet Hessian is nonsingular, that is, provided the closed-shell solution is not at a triplet instability. The program asserts that FC and the sum FC+SD each stay below 0.002 ppm in the GHF runs without $h_{\rm SO}$, in both directions and for all four molecules.

*Proof of (b).* By (a) a spin-dependent term must be added either to $H_0$ or to $H^B$. Both come from $W/4c^2$ and the metric $T/2c^2$, so both carry $\alpha^2$, as the scalar corrections do. A spin-dependent part of $H^B$ reaches triplets directly and enters the second-order cross term. For $h_{\rm SO}$, take a perturbation $U$ with intermediate normalization. First order gives $\psi_1=-RU|0\rangle$. Second order, $(H_0-E_0)\psi_2=-(U-E_1)\psi_1+E_2|0\rangle$, gives $\psi_2=-R(U-E_1)\psi_1$ because $R|0\rangle=0$. Then

$$E_3=\langle0|U|\psi_2\rangle=\langle0|UR(U-E_1)RU|0\rangle .$$

For independent electrons $|0\rangle$ is a determinant and a one-electron $U$ reaches only single excitations $\Phi_i^a$, of excitation energy $\Delta_{ai}$. The Slater rules give $\langle0|U|\Phi_i^a\rangle=U_{ia}$, $\langle\Phi_j^b|U|0\rangle=U_{bj}$ and $\langle\Phi_i^a|U|\Phi_j^b\rangle=\delta_{ij}\delta_{ab}E_1+\delta_{ij}U_{ab}-\delta_{ab}U_{ji}$. The $E_1$ terms cancel, leaving $E_3=\sum U_{ia}U_{ab}U_{bi}/\Delta_{ai}\Delta_{bi}-\sum U_{ia}U_{aj}U_{ji}/\Delta_{ai}\Delta_{aj}$. With $U=Bh^B+\lambda h_{\rm SO}+mh^m$, the coefficient of $B\lambda m$ is the sum over the six ways of assigning the operators to the three places, and $\lambda=1$ gives the formula.

The spin sums select the mechanism. Write $h_{\rm SO}=\sum_l\sigma_l\,y_l$ and take the contact operator for direction $k$. With the orbital Zeeman operator the spin factor is ${\rm tr}(\sigma_l\sigma_k)=2\delta_{lk}$, so only $y_k$ survives. With the spin Zeeman operator it is the trace of $\sigma_l,\sigma_k,\sigma_k$ in some order, which is ${\rm tr}\,\sigma_l=0$ by cyclic invariance. The contact term thus needs $L_k$, $y_k$ and $\delta(\mathbf r_H)$ to close a loop of orbitals. For $k=x$, $L_x$ and $y_x$ both turn $p_z$ into $p_y$ on the halogen and so connect σ to π orbitals, and $\delta(\mathbf r_H)$ connects σ orbitals with amplitude at the proton. The field induces orbital angular momentum, $h_{\rm SO}$ converts it to spin, and the σ bond and antibond carry that spin to the proton. The factor $y_k\propto Z/r^3$ is large near the halogen, while the probe is local to the proton. The term vanishes if the orbitals in the loop have no amplitude at the probed nucleus. Its sign depends on the orbital products and is not fixed by the formula; the contact part of the third-order term is not printed separately, but the perpendicular third-order value with FC and SD together and the self-consistent perpendicular contact term are both positive in these four molecules.

The program tests the formula against diagonalization of the fixed Fock matrix at $\lambda=\pm0.1$, and for HI both roads give 2.419 ppm perpendicular. At $\lambda=1$ the same model gives 2.370 ppm, so in this fixed-Fock model higher orders lower the third-order value by 2% of it. That figure does not carry over to the self-consistent calculation: with the same restricted response, the perpendicular contact term linear in $h_{\rm SO}$ is 27.1 ppm, and the full two-component value of 23.88 ppm lies about 12% below it. The self-consistent perpendicular value, 24.6 ppm, is ten times larger, and the factor is about six for HF (0.208 against 0.033 ppm). The independent-electron formula therefore identifies the mechanism but not the size, which in this mean-field model is set mainly by the two-electron response. That the exchange enhancement of the triplet response is the responsible part, and that correlation would reduce it, are conjectures not resolved by this calculation. The second-order term of (b) appears minor in the isotropic value for HI, barring cancellation among the operator corrections that are removed together in the following test. Replacing the full two-component field operators by scalar orbital operators plus $\tfrac12\sigma_k$, FC and SD changes $\Delta_{\rm SO}$ of HI from 15.53 to 15.54 ppm.

*Proof of (c).* The leading Zeeman operator for $\mathbf B\parallel z$ is $H^B=\tfrac12L_z+S_z$, which commutes with $H_0$ and annihilates $|0\rangle$. In $E_3$ it can then stand only in the middle place, and its share of $E_1$ is zero, so the term is $2\,{\rm Re}\langle0|H_{\rm SO}RH^BRH_{\rm FC}|0\rangle$. The operator $\sum_e\sigma_z(e)\delta(\mathbf r_{e}-\mathbf R)$ commutes with $L_z$, since $\mathbf R$ lies on the axis, and with $S_z$. The state $RH_{\rm FC}|0\rangle$ therefore has $L_z=0$ and $S_z=0$, and $H^B$ annihilates it. The program asserts the independent-electron case, with the scalar X2C Zeeman operator, to 0.001 ppm.

The full calculation nevertheless shows a parallel contact term. From the printed values it is $3\times14.90-2\times23.88=-3.1$ ppm for HI and $3\times4.615-2\times223.06\times0.03184=-0.36$ ppm for HBr. By (c) it does not come from the term linear in $h_{\rm SO}$ with the leading Zeeman operator. It may come from the second-order term of (b), which (c) does not exclude and whose parallel part is not printed separately, or from higher order in $h_{\rm SO}$. Second order in $h_{\rm SO}$ permits it: $H^B=\tfrac12J_z+\tfrac12S_z$ with $J_z=L_z+S_z$, and while $J_z$ still annihilates the perturbed ground state, $S_z$ does not. One power of $h_{\rm SO}$ mixes $^3\Pi$ components with $S_z=\pm1$, $L_z=\mp1$ into it, and a second power connects these to the $^3\Sigma^+$ state that the contact operator reaches. This shows only that symmetry allows the route. Which of the possible sources dominates is not resolved by this calculation.

**A limiting case for the scalar term**

One limiting case is exact for operators of nonrelativistic form. Consider a closed shell that is spherical about the halogen and confined to $r<R$. It has no paramagnetic term, because $\mathbf L$ annihilates it. The isotropic diamagnetic operator is one third of the trace of $h^{Bm}_{kk}$, namely $\tfrac{\alpha^2}{3}\mathbf r\!\cdot\!\mathbf r_H/r_H^3=-\tfrac{\alpha^2}{3}\mathbf r\!\cdot\!\nabla(1/r_H)$. For $r<R$, $1/r_H=\sum_l r^lP_l(\cos\theta)/R^{l+1}$, and $\mathbf r\!\cdot\!\nabla=r\,\partial_r$ multiplies each term by $l$. A spherical average keeps only $l=0$, which carries the factor zero. Such a shell contributes nothing to $\sigma_{\rm iso}$ of the proton, whatever its radial shape, so its relativistic contraction cannot change $\sigma_{\rm iso}$.

Its components do change. Since $x_H=x$ and $y_H=y$, $\sigma_\parallel=\tfrac{\alpha^2}{2}\langle(x^2+y^2)/r_H^3\rangle=\alpha^2\langle r^2\rangle/3R^3$. This is exact, because $r_H^{-3}=\sum_l C_l^{(3/2)}(\cos\theta)\,r^l/R^{l+3}$ and the Gegenbauer polynomials $C_l^{(3/2)}$ are orthogonal under the weight $\sin^2\theta$ supplied by $x^2+y^2$, so only $l=0$ survives. The vanishing trace gives $\sigma_\perp=-\sigma_\parallel/2$. Contraction then lowers $\sigma_\parallel$ and raises $\sigma_\perp$ by half as much. The computed scalar changes have these signs in all four molecules: $-0.25$ and $+0.12$ ppm in HBr, $-0.63$ and $+0.15$ ppm in HI. The ratio fits HBr only: it fits HI poorly, and in HF and HCl the perpendicular changes ($+0.03$ and $+0.05$ ppm) slightly exceed the parallel ones ($-0.02$ and $-0.04$ ppm) in size instead of being half of them. The agreement of signs is not evidence for the mechanism. In HI the perpendicular change is almost wholly paramagnetic, a term the argument sets to zero, and most of the parallel change comes from the valence orbitals, which are neither spherical nor confined. The argument shows only that a confined spherical core cannot contribute to the isotropic $\Delta_{\rm SR}$ through operators of nonrelativistic form. The smallness of the total is a numerical result at this level of theory, with the gauge origin at the halogen.

A further scalar effect appears along the bond. The operator $\tfrac12L_z$ has no occupied–virtual block. The scalar X2C Zeeman operator commutes with $L_z$ without being proportional to it, and it couples occupied to virtual orbitals of the same nonzero $L_z$, with elements up to $4.4\times10^{-3}$ au in HI. The program asserts both the vanishing block and the commutation. The resulting parallel paramagnetic shielding prints as 0.000 ppm in every molecule, so it is below the 0.001 ppm resolution of the output.

**Where the result does not apply**

Part (a) needs a nondegenerate singlet. It fails for states of nonzero spin, where FC and SD contribute without spin–orbit coupling, and in mean-field theory at a triplet instability; a nondegenerate open-shell singlet still obeys it. Part (b) is perturbative in $h_{\rm SO}/\Delta_{ai}$ and loses accuracy when spin–orbit matrix elements approach the excitation energies. The split into $\Delta_{\rm SR}$ and $\Delta_{\rm SO}$ is ordered: $\Delta_{\rm SO}$ is evaluated on scalar relativistic orbitals, so a small $\Delta_{\rm SR}$ does not license dropping scalar relativity from the spin–orbit calculation. The geometry is fixed, and relativistic changes of bond length are not included. The proofs of (a) and (b) do not use which nucleus is probed, but the numbers concern the proton only, and the spherical-shell argument does not hold for the halogen's own shielding, since the probe then lies inside every shell. The numerical check that follows prints the tabulated values and the shielding components quoted with them.

## Numbers as computed

```
c = 137.035999 au; alpha^2*1e6 = 53.2514 ppm; SCF field B = 0.002 au
HF: R = 0.92 angstrom, 60 basis functions, 55 response orbitals
 NR perp 18.77 par 43.85 iso 27.13 ppm
 SR perp 18.80 par 43.83 iso 27.14 ppm; finite field perp 18.82 par 43.83 ppm
 SR parallel paramagnetic 0.000 ppm; largest occ-virt hB_z element 7.2e-05 au
 2c iso 27.28 ppm; D_SR 0.014 ppm; D_SO 0.137 ppm
 D_SO perp 0.208 par -0.003 ppm
 D_SO iso parts: FC 0.127 SD 0.013 rest -0.002 ppm
 d<sigma_x delta(r_H)>/dB_x = 0.00089 au; pi splitting 0.0352 eV
 uncoupled perp: third order 0.033, finite diff 0.033, all orders 0.033 ppm
 X2C/Breit-Pauli pi splitting ratio 0.9973 (dimensionless)
 origin F -> H: diamagnetic change 92.20 ppm, total change 2.67 ppm
HCl: R = 1.27 angstrom, 63 basis functions, 50 response orbitals
 NR perp 21.18 par 45.88 iso 29.42 ppm
 SR perp 21.23 par 45.84 iso 29.43 ppm; finite field perp 21.25 par 45.84 ppm
 SR parallel paramagnetic 0.000 ppm; largest occ-virt hB_z element 3.4e-04 au
 2c iso 30.27 ppm; D_SR 0.018 ppm; D_SO 0.839 ppm
 D_SO perp 1.254 par 0.007 ppm
 D_SO iso parts: FC 0.800 SD 0.041 rest -0.002 ppm
 d<sigma_x delta(r_H)>/dB_x = 0.00542 au; pi splitting 0.0694 eV
 uncoupled perp: third order 0.163, finite diff 0.163, all orders 0.162 ppm
HBr: R = 1.41 angstrom, 77 basis functions, 57 response orbitals
 NR perp 19.48 par 49.35 iso 29.44 ppm
 SR perp 19.60 par 49.10 iso 29.43 ppm; finite field perp 19.61 par 49.10 ppm
 SR parallel paramagnetic 0.000 ppm; largest occ-virt hB_z element 2.1e-03 au
 2c iso 34.26 ppm; D_SR -0.003 ppm; D_SO 4.825 ppm
 D_SO perp 7.351 par -0.228 ppm
 D_SO iso parts: FC 4.615 SD 0.186 rest 0.023 ppm
 d<sigma_x delta(r_H)>/dB_x = 0.03184 au; pi splitting 0.2746 eV
 uncoupled perp: third order 0.858, finite diff 0.858, all orders 0.851 ppm
HI: R = 1.61 angstrom, 86 basis functions, 56 response orbitals
 NR perp 18.68 par 52.41 iso 29.92 ppm
 SR perp 18.83 par 51.78 iso 29.82 ppm; finite field perp 18.82 par 51.78 ppm
 SR parallel paramagnetic 0.000 ppm; largest occ-virt hB_z element 4.4e-03 au
 2c iso 45.35 ppm; D_SR -0.108 ppm; D_SO 15.529 ppm
 D_SO perp 24.633 par -2.678 ppm
 D_SO iso parts: FC 14.901 SD 0.486 rest 0.142 ppm
 d<sigma_x delta(r_H)>/dB_x = 0.10705 au; pi splitting 0.5544 eV
 uncoupled perp: third order 2.419, finite diff 2.419, all orders 2.370 ppm
 D_SO iso with Pauli spin operators 15.541 ppm
HBr: D_SO/|D_SR| = 1656.3; FC share 0.96
HI: D_SO/|D_SR| = 144.3; FC share 0.96
shift sigma(HF)-sigma(HCl): NR -2.29 SR -2.29 2c -2.99 ppm
shift sigma(HF)-sigma(HBr): NR -2.31 SR -2.29 2c -6.98 ppm
shift sigma(HF)-sigma(HI): NR -2.79 SR -2.67 2c -18.06 ppm
```
